# Why Superconducting Leads Block Electronic Heat, and How Strongly: a numerical check

```python
"""Electronic heat conduction of a superconductor with elastic impurities.

Result under test:
  R(y) = kappa_s/kappa_n = 3/(2 pi^2) * integral_y^inf x^2 sech^2(x/2) dx
Symbols: y = gap/(k T); kappa_s, kappa_n = electronic heat conductivity in
the superconducting and normal state at the same temperature T; xi = normal
state energy from the Fermi level; E = sqrt(xi^2 + gap^2); N = density of
states; D = diffusivity of excitations at fixed energy.
The key claim is that N*D at energy E > gap equals its normal-state value.
It is tested by diagonalizing disordered lattices with and without a gap.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import spence

k_B, hbar, e = const.k, const.hbar, const.e


def gaussian(x, width):
    return np.exp(-0.5 * (x / width)**2) / (width * np.sqrt(2 * np.pi))


# ---------- disordered lattice: energies in units of the hopping ----------
def make_lattice(size, disorder, rng):
    """Periodic cubic lattice; returns Hamiltonian and x displacements."""
    n_sites = size**3
    index = np.arange(n_sites).reshape(size, size, size)
    h = np.diag(rng.uniform(-disorder / 2, disorder / 2, n_sites))
    i = index.ravel()
    for axis in range(3):
        j = np.roll(index, -1, axis).ravel()
        h[i, j] -= 1.0
        h[j, i] -= 1.0
    x = i // size**2
    dx = (x[None, :] - x[:, None] + size // 2) % size - size // 2
    return h, dx


def levels_and_velocity(hamiltonian, dx):
    """Eigenvalues and squared matrix elements of the commutator [H, x]."""
    energy, states = np.linalg.eigh(hamiltonian)
    velocity = hamiltonian * dx
    return energy, (states.T @ velocity @ states)**2


def lattice_test(disorder, gap, energies, samples, seed):
    rng = np.random.default_rng(seed)
    sums = np.zeros((len(energies), 4))
    width = 0.08
    central = 0.0
    for _ in range(samples):
        h, dx = make_lattice(8, disorder, rng)
        n = len(h)
        pair = gap * np.eye(n)
        h_super = np.block([[h, pair], [pair, -h]])
        xi_n, v2_n = levels_and_velocity(h, dx)
        e_s, v2_s = levels_and_velocity(h_super, np.tile(dx, (2, 2)))
        assert np.min(np.abs(e_s)) > gap * (1 - 1e-9)
        central += np.mean(np.abs(xi_n) < 1.0) / 2 / samples
        for row, energy in enumerate(energies):
            xi = np.sqrt(energy**2 - gap**2)
            w_s = gaussian(e_s - energy, width)
            sums[row, 0] += w_s.sum()
            sums[row, 1] += w_s @ v2_s @ w_s
            for branch in (xi, -xi):
                w_n = gaussian(xi_n - branch, width * energy / xi)
                sums[row, 2] += w_n.sum()
                sums[row, 3] += w_n @ v2_n @ w_n
    dos_ratio = sums[:, 0] / sums[:, 2]
    product_ratio = sums[:, 1] / sums[:, 3]
    born_rate = 2 * np.pi * central * disorder**2 / 12
    return dos_ratio, product_ratio, born_rate


gap_lat = 0.6
energies_lat = np.array([1.0, 1.3, 1.6])
xi_lat = np.sqrt(energies_lat**2 - gap_lat**2)
print("Lattice test, gap = %.1f hopping units" % gap_lat)
for disorder, seed in ((3.0, 11), (6.0, 12)):
    dos, product, rate = lattice_test(disorder, gap_lat, energies_lat, 3, seed)
    print("disorder width %.1f hopping; Born (hbar/tau)/gap = %.2f"
          % (disorder, rate / gap_lat))
    for en, xi, a, b in zip(energies_lat, xi_lat, dos, product):
        print(" E=%.1f: N ratio %.3f (E/xi %.3f), D ratio %.3f (xi/E %.3f),"
              " ND ratio %.3f" % (en, a, en / xi, b / a, xi / en, b))
    assert np.allclose(dos, energies_lat / xi_lat, rtol=0.06)
    # finite energy windows and finite lattices leave errors of some percent
    assert np.allclose(product, 1.0, atol=0.10)
    assert np.allclose(product / dos, xi_lat / energies_lat, rtol=0.12)


# ---------- clean-limit picture: group velocity and impurity rate ----------
def nambu(xi, gap):
    return np.array([[xi, gap], [gap, -xi]])


xi0, step = 0.8, 1e-4
E0, vec0 = np.linalg.eigh(nambu(xi0, gap_lat))
start = vec0[:, 1]
E_up = np.linalg.eigvalsh(nambu(xi0 + step, gap_lat))[1]
E_down = np.linalg.eigvalsh(nambu(xi0 - step, gap_lat))[1]
group_ratio = (E_up - E_down) / (2 * step)
xi_grid = np.linspace(-3, 3, 30001)
matrices = np.moveaxis(nambu(xi_grid, np.full_like(xi_grid, gap_lat)), 2, 0)
E_grid, vec_grid = np.linalg.eigh(matrices)
overlap = vec_grid[:, 0, 1] * start[0] - vec_grid[:, 1, 1] * start[1]
rate_ratio = np.sum(overlap**2 * gaussian(E_grid[:, 1] - E0[1], 0.005))
rate_ratio *= xi_grid[1] - xi_grid[0]
assert abs(group_ratio - xi0 / E0[1]) < 1e-5
assert abs(rate_ratio - xi0 / E0[1]) < 1e-3
print("Clean limit at E=%.1f: velocity ratio %.4f, rate ratio %.4f, "
      "path ratio %.4f" % (E0[1], group_ratio, rate_ratio,
                           group_ratio / rate_ratio))


# ---------- the integral, its closed form and its limits ----------
def ratio_quad(y):
    value = quad(lambda x: x**2 / np.cosh(x / 2)**2, y, y + 60,
                 epsabs=0, epsrel=1e-10, limit=200)[0]
    return 3 / (2 * np.pi**2) * value


def ratio(y):
    q = np.exp(-y)
    return 6 / np.pi**2 * (y**2 * q / (1 + q) + 2 * y * np.log1p(q)
                           - 2 * spence(1 + q))


assert abs(ratio_quad(0.0) - 1) < 1e-9
for y in (0.3, 1.0, 3.0, 7.0, 14.0):
    assert abs(ratio(y) / ratio_quad(y) - 1) < 1e-7
y_big, y_small = 14.0, 0.1
low_T = 6 / np.pi**2 * (y_big**2 + 2 * y_big + 2) * np.exp(-y_big)
assert abs(low_T / ratio_quad(y_big) - 1) < 1e-5
assert abs((1 - ratio_quad(y_small)) / (y_small**3 / (2 * np.pi**2)) - 1) < 0.01
print("Normal-state integral = %.6f" % (ratio_quad(0.0) * 2 * np.pi**2 / 3))


# ---------- weak-coupling gap equation ----------
def log_reduced_temperature(y):
    def integrand(x):
        r = np.hypot(x, y)
        return np.tanh(r / 2) / r - np.tanh(x / 2) / x
    return sum(quad(integrand, a, b, limit=200)[0]
               for a, b in ((0, 1), (1, 60), (60, np.inf)))


def gap_over_kT(t):
    return brentq(lambda y: log_reduced_temperature(y) - np.log(t),
                  1e-4, 1.8 / t, xtol=1e-10)


y_half = gap_over_kT(0.5)
omega = (2 * np.arange(200000) + 1) * np.pi
frequency_sum = 2 * np.pi * np.sum(1 / omega - 1 / np.hypot(omega, y_half))
assert abs(frequency_sum - np.log(2.0)) < 1e-6
gap_zero = 0.08 * gap_over_kT(0.08)
assert abs(gap_zero - np.pi * np.exp(-np.euler_gamma)) < 1e-4
print("Zero-temperature gap/(k Tc) = %.4f" % gap_zero)
print("T/Tc, gap/kT, kappa_s/kappa_n:")
for t in (0.95, 0.9, 0.7, 0.5, 0.25, 0.125):
    y = gap_over_kT(t)
    print("  %.3f  %.3f  %.3e" % (t, y, ratio_quad(y)))

# ---------- worked example: titanium wire, rough typical inputs ----------
Tc, rho = 0.4, 5e-8                       # K, ohm m
diameter, length = 50e-6, 10e-3           # m
T_mid, T_hot, T_cold = 0.10, 0.15, 0.05   # K
sound = 3500.0                           # m/s, Debye-average speed
gamma_volume = 300.0                     # J/(m^3 K^2), electronic heat term
v_fermi, debye_T = 4e5, 400.0             # m/s, K
shape = np.pi * diameter**2 / 4 / length
lorenz = np.pi**2 * k_B**2 / (3 * e**2)
second_moment = 2 * quad(lambda x: x**2 / (4 * np.cosh(x / 2)**2), 0, 80)[0]
assert abs(second_moment * (k_B / e)**2 / lorenz - 1) < 1e-8


def kappa_normal(T):
    return lorenz * T / rho


def kappa_super(T):
    return kappa_normal(T) * ratio(gap_over_kT(T / Tc))


def kappa_lattice(T):
    heat_capacity = 2 * np.pi**2 / 5 * k_B * (k_B * T / (hbar * sound))**3
    return heat_capacity * sound * diameter / 3


# Debye heat capacity from the mode sum, three polarizations
debye_integral = quad(lambda x: x**4 / (4 * np.sinh(x / 2)**2), 0, 80)[0]
C_modes = (3 * k_B / (2 * np.pi**2)
           * (k_B * T_mid / (hbar * sound))**3 * debye_integral)
assert abs(C_modes * sound * diameter / 3 / kappa_lattice(T_mid) - 1) < 1e-7

nodes, weights = np.polynomial.legendre.leggauss(20)
T_nodes = 0.5 * (T_hot + T_cold) + 0.5 * (T_hot - T_cold) * nodes
T_weights = 0.5 * (T_hot - T_cold) * weights


def heat_load(kappa):
    return shape * sum(w * kappa(T) for w, T in zip(T_weights, T_nodes))


gap0 = gap_zero * k_B * Tc


def fermi(E, T):
    return 1 / (np.exp(E / (k_B * T)) + 1)


# With a fixed gap the load also follows from the two end distributions.
fixed_gap_load = heat_load(
    lambda T: kappa_normal(T) * ratio(gap0 / (k_B * T)))
unit = k_B * T_hot
end_integral = quad(lambda x: x * (fermi(x * unit, T_hot)
                                  - fermi(x * unit, T_cold)),
                    gap0 / unit, gap0 / unit + 50, epsabs=0)[0]
end_load = shape * 2 / (rho * e**2) * unit**2 * end_integral
assert abs(end_load / fixed_gap_load - 1) < 1e-5

Q_normal, Q_super = heat_load(kappa_normal), heat_load(kappa_super)
Q_lattice = heat_load(kappa_lattice)
y_mid = gap_over_kT(T_mid / Tc)
print("Ti wire: Tc %.2f K, resistivity %.1f uOhm cm, diameter %.0f um, "
      "length %.0f mm" % (Tc, rho * 1e8, diameter * 1e6, length * 1e3))
print("Lorenz number = %.4e W Ohm/K^2" % lorenz)
print("At T = %.2f K: gap = %.4f meV, gap/kT = %.3f"
      % (T_mid, y_mid * k_B * T_mid / e * 1e3, y_mid))
print("kappa_n = %.4e W/(m K)" % kappa_normal(T_mid))
print("kappa_s = %.4e W/(m K)" % kappa_super(T_mid))
print("kappa_s/kappa_n = %.4f; blocking factor = %.1f"
      % (ratio(y_mid), 1 / ratio(y_mid)))
print("Heat load %.2f K to %.2f K, normal electrons = %.1f pW"
      % (T_hot, T_cold, Q_normal * 1e12))
print("Heat load, superconducting electrons = %.2f pW" % (Q_super * 1e12))
print("Heat load, fixed zero-temperature gap = %.2f pW"
      % (fixed_gap_load * 1e12))
print("Electronic load reduction factor = %.1f" % (Q_normal / Q_super))

# ---------- size of what the electronic model leaves out ----------
crossover = brentq(lambda T: kappa_super(T) - kappa_lattice(T), 0.04, 0.12)
assert kappa_lattice(0.9 * crossover) > kappa_super(0.9 * crossover)
assert kappa_lattice(1.1 * crossover) < kappa_super(1.1 * crossover)
diffusivity = lorenz / (gamma_volume * rho)
tau = 3 * diffusivity / v_fermi**2
inelastic_rate = k_B * T_mid / hbar * (T_mid / debye_T)**2
wavelength = 2 * np.pi * hbar * sound / (2.82 * k_B * T_mid)
print("Rough inputs: sound %.0f m/s, Fermi speed %.1e m/s, Debye T %.0f K, "
      "gamma %.0f J/(m3 K2)" % (sound, v_fermi, debye_T, gamma_volume))
for T in (T_cold, T_mid, T_hot):
    print("T=%.2f K: lattice kappa %.3e, kappa_s %.3e W/(m K)"
          % (T, kappa_lattice(T), kappa_super(T)))
print("Lattice heat load estimate = %.2f pW" % (Q_lattice * 1e12))
print("Lattice overtakes electrons below %.4f K" % crossover)
print("Typical phonon wavelength at %.2f K = %.2f um"
      % (T_mid, wavelength * 1e6))
print("10%% smaller gap multiplies kappa_s at %.2f K by %.3f"
      % (T_mid, ratio(0.9 * y_mid) / ratio(y_mid)))
print("Electron diffusivity = %.2f cm2/s, mean free path = %.1f nm"
      % (diffusivity * 1e4, v_fermi * tau * 1e9))
print("hbar/tau = %.2f meV; (hbar/tau)/gap = %.0f"
      % (hbar / tau / e * 1e3, hbar / tau / gap0))
print("Inelastic/impurity rate, order estimate = %.1e"
      % (inelastic_rate * tau))
print("End-region length sqrt(hbar D/gap) = %.3f um"
      % (np.sqrt(hbar * diffusivity / gap0) * 1e6))
print("ALL CHECKS PASSED")
```

It prints:

```
Lattice test, gap = 0.6 hopping units
disorder width 3.0 hopping; Born (hbar/tau)/gap = 1.03
 E=1.0: N ratio 1.265 (E/xi 1.250), D ratio 0.796 (xi/E 0.800), ND ratio 1.007
 E=1.3: N ratio 1.127 (E/xi 1.127), D ratio 0.887 (xi/E 0.887), ND ratio 1.000
 E=1.6: N ratio 1.079 (E/xi 1.079), D ratio 0.927 (xi/E 0.927), ND ratio 1.000
disorder width 6.0 hopping; Born (hbar/tau)/gap = 3.45
 E=1.0: N ratio 1.263 (E/xi 1.250), D ratio 0.798 (xi/E 0.800), ND ratio 1.008
 E=1.3: N ratio 1.129 (E/xi 1.127), D ratio 0.886 (xi/E 0.887), ND ratio 1.001
 E=1.6: N ratio 1.080 (E/xi 1.079), D ratio 0.927 (xi/E 0.927), ND ratio 1.001
Clean limit at E=1.0: velocity ratio 0.8000, rate ratio 0.8000, path ratio 1.0000
Normal-state integral = 6.579736
Zero-temperature gap/(k Tc) = 1.7639
T/Tc, gap/kT, kappa_s/kappa_n:
  0.950  0.706  9.834e-01
  0.900  1.032  9.523e-01
  0.700  2.088  7.350e-01
  0.500  3.376  4.083e-01
  0.250  7.050  3.468e-02
  0.125  14.111  1.038e-04
Ti wire: Tc 0.40 K, resistivity 5.0 uOhm cm, diameter 50 um, length 10 mm
Lorenz number = 2.4430e-08 W Ohm/K^2
At T = 0.10 K: gap = 0.0608 meV, gap/kT = 7.050
kappa_n = 4.8860e-02 W/(m K)
kappa_s = 1.6943e-03 W/(m K)
kappa_s/kappa_n = 0.0347; blocking factor = 28.8
Heat load 0.15 K to 0.05 K, normal electrons = 959.4 pW
Heat load, superconducting electrons = 68.87 pW
Heat load, fixed zero-temperature gap = 67.55 pW
Electronic load reduction factor = 13.9
Rough inputs: sound 3500 m/s, Fermi speed 4.0e+05 m/s, Debye T 400 K, gamma 300 J/(m3 K2)
T=0.05 K: lattice kappa 2.080e-05, kappa_s 2.535e-06 W/(m K)
T=0.10 K: lattice kappa 1.664e-04, kappa_s 1.694e-03 W/(m K)
T=0.15 K: lattice kappa 5.616e-04, kappa_s 1.389e-02 W/(m K)
Lattice heat load estimate = 4.08 pW
Lattice overtakes electrons below 0.0637 K
Typical phonon wavelength at 0.10 K = 0.60 um
10% smaller gap multiplies kappa_s at 0.10 K by 1.689
Electron diffusivity = 16.29 cm2/s, mean free path = 12.2 nm
hbar/tau = 21.55 meV; (hbar/tau)/gap = 355
Inelastic/impurity rate, order estimate = 2.5e-11
End-region length sqrt(hbar D/gap) = 0.133 um
ALL CHECKS PASSED
```
